# How tall a silicon pillar grows before its micromask is undercut

## Problem

During plasma etching of silicon, a small patch of residue can act as an unwanted mask, a micromask. The silicon around it is etched away and a pillar is left standing beneath it. The patch is 10 nm wide and does not erode. The lateral etch rate of silicon is 2 percent of the vertical rate, which is 200 nm/min.

1. How tall is the pillar when it is cut through, and where does the cut occur?
2. What shape does it have at that moment?
3. What happens to the remaining silicon if the mask then leaves the surface?

Let $w$ be the mask width, $V$ the vertical rate of the open floor and $r=0.02$ the ratio of lateral to vertical rate. Depth $z$ is measured downward from the underside of the mask. The floor starts at $z=0$ and reaches $h=Vt$ after time $t$, so $h$ is also the pillar height and can serve as a clock.

The model has two kinds of removal. Neutral species remove silicon at speed $rV$ along the local surface normal, wherever the surface is exposed. Vertical ions add a downward rate $(1-r)V$ on surfaces that they can reach, so that the floor descends at $rV+(1-r)V=V$. They do not reach silicon shaded by the mask. Both rates are taken as constant in time and independent of depth.

## First estimate by scaling

The pillar fails when lateral attack has covered a distance comparable with the mask width. The lateral speed is $rV$, so the time needed is of order $w/(rV)$. Meanwhile the floor descends by

$$h\sim V\,\frac{w}{rV}=\frac{w}{r}=\frac{10\ \text{nm}}{0.02}=500\ \text{nm}.$$

The vertical rate cancels: a faster etch with the same $r$ gives the same height sooner. The estimate also shows that the height is proportional to $w$ and inversely proportional to $r$. It cannot supply the numerical factor, because it does not say from how many sides the silicon is attacked or how long each part of the wall has been exposed.

## Exact solution of the model

**The steep wall.** Take first a long stripe of width $w$. The wall at depth $z$ becomes exposed when the floor passes it, at time $z/V$. At time $t$ it has therefore been attacked for

$$t-\frac zV=\frac{h-z}{V}.$$

If the wall is nearly vertical, its normal is nearly horizontal, and each side has receded by $rV(h-z)/V=r(h-z)$. There are two sides, so the width is

$$b(z,h)=w-2r(h-z).$$

At the foot, $z=h$, the width is still $w$. At the top, $z=0$, it is $w-2rh$, the smallest value. Setting this to zero gives the severing height

$$H=\frac{w}{2r}.$$

**The effect of wall slope.** The wall is slightly tilted, so removal along its normal is not quite horizontal. To see whether this changes $H$, consider a point under the mask at horizontal distance $x$ from the mask edge and at depth $z$. Neutral attack reaches it from some point of the vertical line below the edge, at depth $\zeta\ge 0$. That starting point is exposed when the floor is at $\zeta$. The attack then covers the distance $\sqrt{x^2+(z-\zeta)^2}$ at speed $rV$, while the floor descends by this distance divided by $r$. The first arrival removes the point, so it disappears when the floor is at

$$h(x,z)=\min_{\zeta\ge0}\left[\zeta+\frac{\sqrt{x^2+(z-\zeta)^2}}{r}\right].$$

The first term is not negative and the square root is at least $x$. Hence $h(x,z)\ge x/r$ at every depth. At $z=0$ the choice $\zeta=0$ gives exactly $x/r$, so the bound is reached there. The centre of the stripe has $x=w/2$ from either edge. No point on the centre plane is removed before $h=w/(2r)$, and the point touching the mask is removed at that value. Within the model, $H=w/(2r)$ thus has no slope correction, and the cut lies directly under the mask.

The same minimum gives the wall shape. Write $k=z-\zeta$ for the distance travelled downward from the starting point, counted positive when the starting point lies above the target. The bracket becomes $z-k+\sqrt{x^2+k^2}/r$, and its derivative with respect to $k$ vanishes when

$$\frac{k}{\sqrt{x^2+k^2}}=r .$$

Squaring gives $k^2(1-r^2)=r^2x^2$, so

$$k=\frac{rx}{\sqrt{1-r^2}},\qquad \sqrt{x^2+k^2}=\frac kr=\frac{x}{\sqrt{1-r^2}}.$$

Inserting both,

$$h=z-\frac{rx}{\sqrt{1-r^2}}+\frac{x}{r\sqrt{1-r^2}}
=z+\frac{x(1-r^2)}{r\sqrt{1-r^2}}
=z+\frac{\sqrt{1-r^2}}{r}\,x,$$

and therefore

$$x=\frac{r}{\sqrt{1-r^2}}\,(h-z).$$

The wall is straight. Its angle $\alpha$ from the vertical satisfies $\tan\alpha=r/\sqrt{1-r^2}$, or $\sin\alpha=r$, which is $1.15^\circ$ here. The steep-wall formula used $r$ for the slope; the relative difference is about $r^2/2=2\times10^{-4}$.

This solution requires $\zeta\ge0$, that is $k\le z$. At severing, near the centre, $k\approx0.02\times5\ \text{nm}=0.1$ nm. Closer to the mask than this the wall is curved, but that distance is smaller than the spacing of atoms and has no separate physical meaning.

**Numbers.** For the given mask,

$$H=\frac{10\ \text{nm}}{2\times0.02}=250\ \text{nm}.$$

Each side recedes at 4 nm/min and must cover 5 nm, which takes 1.25 min, or 75 s. On the way, the top is 8, 6, 4 and 2 nm wide when the floor is at 50, 100, 150 and 200 nm.

At severing, $2rH=w$, so the width formula becomes $b=w-2rH+2rz=2rz$. The pillar is 2 nm wide at a depth of 50 nm, 5 nm at 125 nm and 8 nm at 200 nm. It is a sharp wedge with its tip at the mask, not a column that has thinned evenly.

As an independent test, the profile was integrated numerically from the local law of removal along the normal. It was severed at 250.00 nm, with the neck at the mask. A second test with $r=0.3$, where the slope correction is visible, gave a wall slope of 0.3145, equal to $r/\sqrt{1-r^2}$ to the digits shown, and a severing height of 16.68 nm against 16.67 nm from the formula.

**Other mask outlines.** For a patch of any outline, the last silicon removed just under the mask is the point farthest from the mask edge. Its distance is the radius $\rho$ of the largest circle that fits inside the patch, and $H=\rho/r$. A disc of diameter 10 nm and a square of side 10 nm both have $\rho=5$ nm and give 250 nm. Under the disc the remaining silicon is a cone. An equilateral triangle of altitude 10 nm has $\rho=10/3$ nm and gives only 167 nm, so "10 nm wide" fixes the height only when it refers to this circle.

**After the mask has gone.** Suppose the mask leaves the surface at severing, and let the floor descend by a further $d$. Vertical ions now reach the whole cone and lower it by $(1-r)d$, the same as the floor. This part does not change the height. Neutral removal shifts the sloping wall by $rd$ along its normal, which lowers the tip by

$$\frac{rd}{\sin\alpha}=\frac{rd}{r}=d,$$

whereas it lowers the floor by $rd$. The remaining height is

$$H-d+rd=H-(1-r)d .$$

After another 100 nm of etching this is $250-98=152$ nm. Geometric erosion of the numerically obtained profile gave 151.9 nm. This result assumes that an ion striking the wall at about $89^\circ$ from its normal removes as much silicon as one striking the floor. Real ions near grazing incidence are largely reflected. If their relative yield is $Y<1$, the tip falls by $d+Y(1-r)d$ while the floor falls by $d$, so the height is $H-Y(1-r)d$ and the cone shrinks more slowly than in the model. The formula holds until $d=H$, when the wall has been consumed down to its foot and a hump of height $rH=w/2=5$ nm remains. Thus 250 nm is the greatest height reached, provided that the mask does go away. If it lands on the floor nearby, it can start a new pillar.

## Comparison

Scaling gave 500 nm and the solution gives 250 nm. The dependence on $w$ and $r$ is the same; the missing factor $1/2$ arises because attack from opposite sides meets in the middle. The delayed exposure of the lower wall does not enter $H$, because the cut happens at the top, which is exposed from the start. The delay determines the shape instead.

For perfectly vertical ions, the proportionality also shows how sensitive the result is. At fixed $r$, a change of 1 nm in mask width changes $H$ by 25 nm. At fixed width, halving $r$ to 1 percent doubles $H$ to 500 nm. As $r\to0$ such ions never cut the pillar through, and a non-eroding mask leaves a pillar as tall as the etch is deep. With a real spread of ion directions this limit is not reached, because ions that pass the mask edge still attack the wall.

## The model beside a real etch

The rates are rough typical values for a halogen plasma etching silicon. Real masks do erode. With a silicon-to-mask rate ratio of 50, also a rough value, reaching 250 nm consumes 5 nm of mask thickness, so a thinner patch disappears before the undercut is complete. Atomic graininess matters too: one silicon lattice parameter, 0.54 nm, in width corresponds to about 14 nm in height. The answer is therefore "about 250 nm", even if $r$ is known well.

Real ions are not perfectly vertical. Let them have energy $E=100$ eV and a transverse temperature, in energy units, of $T=0.05$ eV. For ion mass $M$, the mean one-way transverse velocity is $\sqrt{T/(2\pi M)}$ and the vertical velocity is $\sqrt{2E/M}$. An unshaded vertical wall thus receives the fraction

$$f=\sqrt{\frac{T}{4\pi E}}=0.0063$$

of the floor flux. Assume that an ion removes no more silicon at grazing incidence than on the floor. At a neck below the mask the wall is vertical, so each side recedes by at most $r+(1-r)f=0.0262$ per unit of floor descent. If ions reflected from the floor are left out, this gives a lower bound of 191 nm on the severing height. The upper bound remains 250 nm, since neutral attack at the top continues regardless.

A profile calculation for a stripe, including shading by the mask edge but keeping the floor flat and omitting reflected ions, gave 250.0 nm, with the neck still at the mask. The reason is partly visible by hand. To overtake the top, the wall at depth $z$ must make up a delay worth $rz=0.020z$. Neutral attack alone moves it at least $r(h-z)$ behind the mask edge, so an ion needs a sideways slope of at least $q=r(h-z)/z$ to reach it. The fraction of the sideways flux above slope $q$ is $e^{-q^2E/T}$. With $y=(h-z)/z$, the total recession from this flux is at most

$$(1-r)fz\int_0^\infty e^{-r^2Ey^2/T}\,dy=(1-r)\frac{T}{4rE}\,z\approx0.006z .$$

The tilted wall also intercepts some of the ions' downward flux. That share is not in this estimate, but it is in the profile calculation, where the two together do not overcome the delay at $T=0.05$ eV. In this flat-floor calculation they do change the shape: at severing, the pillar is about 2.7 nm wide at a depth of 125 nm, instead of 5 nm. The unchanged height is also limited to a narrow spread of ion directions and to a ratio $r$ that is not too small. With $T=0.2$ eV the same model gives about 238 nm, and the neck moves to roughly 70 nm below the mask. With $T=0.05$ eV but $r=0.01$ it gives about 470 nm instead of 500 nm, since a slower neutral undercut leaves the wall exposed to ions for longer, while the delay to be made up shrinks in proportion to $r$. The flat floor exposes the wall as early as possible. With a spread of directions, the floor just below the mask edge receives only about half of the ion flux and lags behind the open floor, so the wall is exposed later. The values 2.7 nm, 238 nm and 470 nm are therefore lower limits for this ion model, not estimates. If the quoted 2 percent was measured with ion attack included, no ion term should be added again.

The numerical output below lists the main values.

## Table of computed values

```
mask width: 10.0 nm
lateral/vertical rate ratio: 0.020
vertical rate: 200 nm/min
lateral rate per side: 4.0 nm/min
severing height, formula: 250.0 nm
severing height, simulated profile: 250.00 nm
severing time: 75.0 s
depth of neck below mask, simulated: 0.00 nm
largest half-width error of straight wall: 0.0010 nm
top width at floor depth 50 nm: 8.0 nm
top width at floor depth 100 nm: 6.0 nm
top width at floor depth 150 nm: 4.0 nm
top width at floor depth 200 nm: 2.0 nm
width at severing, depth 50 nm: formula 2.00 nm, simulated 2.00 nm
width at severing, depth 125 nm: formula 5.00 nm, simulated 5.00 nm
width at severing, depth 200 nm: formula 8.00 nm, simulated 8.00 nm
wall angle from vertical: 1.15 degrees
test ratio 0.3: severing height formula 16.67 nm, simulated 16.68 nm
test ratio 0.3: wall slope formula 0.3145, simulated 0.3145
disc, diameter 10 nm: distance map 250.0 nm, formula 250.0 nm
square, side 10 nm: distance map 250.0 nm, formula 250.0 nm
rectangle, 10 x 20 nm: distance map 250.0 nm, formula 250.0 nm
triangle, altitude 10 nm: distance map 166.8 nm, formula 166.7 nm
bare cone after 100 nm more etching: eroded 151.9 nm, formula 152.0 nm
bare cone after 200 nm more etching: eroded 53.9 nm, formula 54.0 nm
hump left after 250 nm more etching, formula: 5.0 nm
ion energy: 100 eV
transverse ion temperature: 0.05 eV
open-wall ion flux / floor flux: formula 0.00631, quadrature 0.00631
lower bound on severing height with ions: 191.0 nm
estimate with shaded ions, grid 0.25 nm: 250.0 nm
estimate with shaded ions, grid 0.50 nm: 250.0 nm
neck depth in ion estimate: 0.0 nm
mask selectivity: 50
mask thickness consumed by severing: 5.0 nm
height change per 1 nm of mask width: 25.0 nm
silicon lattice parameter: 0.5431 nm
height change per lattice parameter of width: 13.6 nm
```
